# Foldy-Wouthuysen Hamiltonian and Zeeman Energies of an Electron in Static Fields, part 3

We compare Zeeman energies of a single Dirac electron with exact Dirac values. The Dirac Hamiltonian is $H=\beta c^2+c\,\mathcal O+\mathcal E$, with $\mathcal O=\boldsymbol\alpha\cdot\boldsymbol\pi$ and $\mathcal E=V$. Through order $c^{-2}$ its electron energies are those of $c^2+H_{FW}$, with

$$H_{FW} = \frac{\pi^2}{2} + V + \frac12\boldsymbol\sigma\cdot\mathbf B + \frac{1}{c^2}\left[-\frac{\pi^4}{8} - \frac{\{\pi^2,\boldsymbol\sigma\cdot\mathbf B\}}{8} - \frac{B^2}{8} + \frac{\nabla^2V}{8} + \frac{\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)}{4}\right]. \tag{3}$$

Hartree atomic units: $\hbar=m=e=1$, charge $-1$, $c=1/\alpha$, $\mu_B=1/2$. Here $\mathbf p=-i\nabla$, $\boldsymbol\pi=\mathbf p+\mathbf A$, $\mathbf B=\nabla\times\mathbf A$, $\{X,Y\}=XY+YX$. Dirac matrices are standard, $\Sigma_i=\mathrm{diag}(\sigma_i,\sigma_i)$; the Pauli rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$\alpha_i\alpha_j = \delta_{ij} + i\epsilon_{ijk}\Sigma_k. \tag{1}$$

Even operators commute with $\beta$; odd ones anticommute. (A2) excludes anomalous moment, nuclear motion and nuclear spin.

$S_1=\beta\mathcal O/2c$ leaves the odd part $\mathcal O'+O(c^{-3})$, $\mathcal O'=\beta[\mathcal O,\mathcal E]/2c-\mathcal O^3/3c$. Lemma 3: $S_2=\beta\mathcal O'/2c^2$ reduces it to $O(c^{-3})$ and adds the even term $\beta\mathcal O'^2/2c^2=O(c^{-4})$.

Lemma 4: $\mathcal O^2 = \pi^2 + \boldsymbol\Sigma\cdot\mathbf B$ and $\mathcal O^4 = \pi^4 + \{\pi^2,\boldsymbol\Sigma\cdot\mathbf B\} + B^2$.

Lemma 5: $[\mathcal O,[\mathcal O,V]] = -\nabla^2V - 2\,\boldsymbol\Sigma\cdot(\nabla V\times\boldsymbol\pi)$.

Lemma 6: every term of (3) is gauge covariant; $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$ is not.

The model is $V=-Z/r$ (point nucleus, infinite mass), $\xi=(Z\alpha)^2$, $k=1,2,\dots$, $\lambda=Z/k$. The states have $n=k$, $l=m_l=k-1$, $s=+1$, $j=m_j=k-\frac12$: 1s$_{1/2}$, 2p$_{3/2}$ for $k=1,2$. With $\mathbf B=B\hat{\mathbf z}$, $\mathbf A=\frac12\mathbf B\times\mathbf r$, $\mathbf n=\mathbf r/r$, polar angle $\theta$, $T_0=p^2/2$ and orbital angular momentum $\mathbf L$, the part of (3) linear in $B$ is $\mu_BB(Z_0+c^{-2}W_1)$:

$$Z_0 = L_z + \sigma_z,\qquad W_1 = -T_0\sigma_z - T_0L_z + \tfrac14\,rV'\left(\sigma_z - \boldsymbol\sigma\cdot\mathbf n\cos\theta\right). \tag{9}$$

Its energy is

$$\frac{\Delta\varepsilon_{FW}}{\mu_BB} = k - \frac{\xi}{2k^2} - \frac{(k-1)\,\xi}{2k^2} + \frac{\xi}{2k(2k+1)} = k - \frac{\xi}{2k+1}, \tag{12}$$

with spin kinetic, orbital kinetic and spin-orbit gauge corrections (the last from $\mathbf A$ in $\boldsymbol\pi$). With $I_m=\int_{-1}^1(1-t^2)^mdt$,

$$\langle\sin^2\theta\rangle = \frac{I_k}{I_{k-1}} = \frac{2k}{2k+1}. \tag{13}$$

The s-level spin-flip energy is $g\mu_BB$.

**Lemma 7.** For $Z\alpha<k$ let $\gamma = \sqrt{k^2-\xi}$, $a = Z\alpha/(k+\gamma)$, $\sigma_n = \boldsymbol\sigma\cdot\mathbf n$ and $\varphi_u = r^{\gamma-1}e^{-\lambda r}\left(\frac{x+iy}{r}\right)^{k-1}|{\uparrow}\rangle$. The spinor with upper part $\varphi_u$ and lower part $\varphi_l = ia\sigma_n\varphi_u$ solves the field-free Dirac equation with energy $\varepsilon = c^2\gamma/k$, and its energy linear in $B$ is

$$\frac{\Delta\varepsilon_D}{\mu_BB} = \frac{k\,(2\gamma+1)}{2k+1} = k - \frac{\xi}{2k+1} - \frac{\xi^2}{4k^2(2k+1)} - \dots \tag{14}$$

*Proof.* The Pauli rule gives $\sigma_n\,\boldsymbol\sigma\cdot\mathbf p = \mathbf n\cdot\mathbf p + i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf p) = -i\partial_r + i\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying from the left by $\sigma_n$, whose square is 1, gives the first form below. Taking the adjoint of the first form, with $(-i\partial_r)^\dagger = -i(\partial_r + 2/r)$ for the measure $r^2dr$, and multiplying from the right by $\sigma_n$ gives the second:

$$\boldsymbol\sigma\cdot\mathbf p = -i\sigma_n\left(\partial_r - \frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right),\qquad \boldsymbol\sigma\cdot\mathbf p\;\sigma_n = -i\left(\partial_r + \frac{2+\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Write $\boldsymbol\sigma\cdot\mathbf L = \sigma_zL_z + \sigma_+L_- + \sigma_-L_+$ with $\sigma_\pm = (\sigma_x\pm i\sigma_y)/2$ and $L_\pm = L_x\pm iL_y$. On $\varphi_u$ both $\sigma_+$ and $L_+$ give zero, because spin and orbital projections are maximal, so $\boldsymbol\sigma\cdot\mathbf L\to k-1$. With $\partial_r\to(\gamma-1)/r - \lambda$,

$$\boldsymbol\sigma\cdot\mathbf p\,\varphi_u = i\sigma_n\left(\frac{k-\gamma}{r} + \lambda\right)\varphi_u,\qquad \boldsymbol\sigma\cdot\mathbf p\,\varphi_l = a\left(\frac{k+\gamma}{r} - \lambda\right)\varphi_u.$$

The upper equation $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi_l + (c^2 + V - \varepsilon)\varphi_u = 0$ requires $ca(k+\gamma) = Z$ from the $1/r$ terms and $c^2 - \varepsilon = ca\lambda$ from the constants. The lower equation $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi_u + (-c^2+V-\varepsilon)\varphi_l = 0$, after removal of the common factor $i\sigma_n\varphi_u$, requires $c(k-\gamma) = aZ$ and $c\lambda = a(c^2+\varepsilon)$. The first condition is the definition of $a$. The third then reads $(k-\gamma)(k+\gamma) = \xi$, the definition of $\gamma$, and the two together give $a^2 = (k-\gamma)/(k+\gamma)$. The second and fourth give $c^2-\varepsilon = a^2(c^2+\varepsilon)$, so $\varepsilon = c^2(1-a^2)/(1+a^2) = c^2\gamma/k$, and $\lambda = ac(k+\gamma)/k = Z/k$, as assumed.

$H$ is linear in $\mathbf A$ and $J_z$ is conserved, so the linear shift is the expectation value of $c\,\boldsymbol\alpha\cdot\mathbf A$, whose density is $2c\,\mathrm{Re}\,(\varphi_u^\dagger\,\boldsymbol\sigma\cdot\mathbf A\,\varphi_l)$. The Pauli rule and $\mathbf A\cdot\mathbf n = 0$ give $\boldsymbol\sigma\cdot\mathbf A\;ia\sigma_n = -a\,\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)$. Further $\mathbf A\times\mathbf n = \frac r2(\mathbf B\times\mathbf n)\times\mathbf n = \frac r2[\mathbf n(\mathbf n\cdot\mathbf B) - \mathbf B]$, whose $z$ component, the only one that survives in $|{\uparrow}\rangle$, is $-\frac B2r\sin^2\theta$. The total density is $(1+a^2)|\varphi_u|^2$ since $\sigma_n^2 = 1$. Hence

$$\Delta\varepsilon_D = \frac B2\cdot\frac{2ca}{1+a^2}\,\langle r\rangle_u\,\langle\sin^2\theta\rangle_u.$$

Here $1+a^2 = 2k/(k+\gamma)$, so $2ca/(1+a^2) = Z/k = \lambda$; the radial weight $r^{2\gamma}e^{-2\lambda r}$ gives $\langle r\rangle_u = (2\gamma+1)/2\lambda$; and the angular average is (13). The product is the first form of (14). Inserting $\gamma = k - \xi/2k - \xi^2/8k^3 - \xi^3/16k^5 - \dots$ gives the second. $\blacksquare$

Equations (12) and (14) agree through order $\xi$. Their difference begins with $-\xi^2/4k^2(2k+1)$, which is $-\xi^2/12$ for 1s and $-\xi^2/80$ for 2p$_{3/2}$, and the next term is smaller than this one by the factor $\xi/2k^2$, the ratio of the last two displayed terms of $\gamma$. For $k = 1$, (14) is the Breit result $g = \frac23(1+2\gamma)$. In the Dirac picture a single operator gives the whole shift. In the Foldy-Wouthuysen picture the leading value $k$ is corrected at order $c^{-2}$ by the three terms of (12). For $k\ge2$ leaving out any one of them spoils the agreement at order $\xi$; for $k=1$ the orbital term vanishes and the other two are needed. The comparison for a single state tests the sum of these terms, not each coefficient separately.

## Worked example: hydrogen and hydrogen-like arsenic

The model is the one of the last section: point nucleus of infinite mass, no anomalous moment, no hyperfine coupling, energy linear in $B$. The constants are $c = 137.035999$ and $\mu_B/h = 13.996245$ GHz/T. The chosen field is $B = 1$ T $= 4.254382\times10^{-6}$ atomic units, which is small against the binding energy and against $c^2$. The quadratic terms $A^2/2$ and $-B^2/8c^2$ do not depend on the spin and cancel from the spin-flip energy of an s state.

For hydrogen $Z = 1$ and $\xi = 1/c^2 = 5.325135\times10^{-5}$. In the 1s state $\langle T_0\rangle = 0.5\,E_h$, and in units of $\mu_BB$ the terms of (12) are

- spin kinetic: $-\xi/2 = -2.662568\times10^{-5}$,
- orbital kinetic: $0$,
- spin-orbit gauge: $+\xi/6 = +8.875226\times10^{-6}$.

Added to the leading value 1 they give $0.999982249549$. The exact Dirac value is $0.999982249312$. The difference is $-2.3632\times10^{-10}$, against the predicted $-\xi^2/12 = -2.3631\times10^{-10}$. Doubling gives the contributions to $g$,

$$\Delta g = -5.325135\times10^{-5} + 1.775045\times10^{-5} = -3.550090\times10^{-5},$$

so $g_{FW} = 1.9999644991$ and $g_D = 1.9999644986$. At 1 T the spin-flip frequency for $g = 2$ is $2\times13.996245 = 27.992490$ GHz. Multiplying each $\Delta g$ by $13996.245$ MHz gives $-0.74532$ MHz from the kinetic term and $+0.24844$ MHz from the gauge part of the spin-orbit term, in total $-0.49688$ MHz. Writing $\mathbf p$ for $\boldsymbol\pi$ in the spin-orbit term would leave $-0.74532$ MHz, too large by the factor $\frac32$; omitting the kinetic correction would leave $+0.24844$ MHz, with the wrong sign. A comparison with a real hydrogen atom also needs the anomalous moment, which raises $g$ by roughly $2\times10^{-3}$, and the hyperfine splitting of roughly 1.4 GHz, both far larger than the shift computed here and both excluded by (A2).

In the 2p$_{3/2}$, $m_j = \frac32$ state $\langle T_0\rangle = 0.125\,E_h$ and the leading value is $m_l + s = 2$. The spin and orbital kinetic terms are each $-\xi/8 = -6.656419\times10^{-6}$, and the gauge term is $+\xi/20 = 2.662568\times10^{-6}$. The sum is $2 - \xi/5 = 1.999989349729$, the Dirac value is $1.999989349694$, and the difference, from the closed form (14), is $-3.54466\times10^{-11}$, against $-\xi^2/80 = -3.54463\times10^{-11}$; the double-precision quadrature gives $-3.5446\times10^{-11}$, with round-off in its last figure. This state tests the term of $\pi^4$ that is linear in $B$, which the 1s state does not feel. These numbers are the part linear in $B$ only. At 1 T the diamagnetic energy $\langle A^2/2\rangle$ of this state is $2.6\times10^{-5}\,\mu_BB$, larger than $\xi/5$, and it cancels only in the difference between $m_j = \pm\frac32$. In real hydrogen the nuclear recoil, excluded by (A2), changes the orbital moment by about $m/M = 5.4\times10^{-4}$, some fifty times the correction computed here.

For As$^{32+}$, $Z = 33$ and $\xi = 5.799072\times10^{-2}$. In 1s, $\langle T_0\rangle = 544.5\,E_h$, the two corrections are $-\xi/2 = -2.899536\times10^{-2}$ and $+\xi/6 = 9.665121\times10^{-3}$, and the totals are $0.980669758$ (Foldy-Wouthuysen) and $0.980381082$ (Dirac), or $g_{FW} = 1.96134$ and $g_D = 1.96076$. The frequency shifts at 1 T from (12) are $-811.65$ and $+270.55$ MHz, in total $-541.10$ MHz. These belong to the model, not to the real ion. The stable isotope $^{75}$As has nuclear spin $\frac32$ and a 1s hyperfine splitting of roughly 19 THz, far above the Zeeman energy of about 27 GHz, so at 1 T the electron spin is not decoupled from the nucleus. A uniformly charged nucleus of rms radius 4.1 fm raises the Dirac 1s value by about $7\times10^{-7}$, and the anomalous moment is again omitted. The remainder is $-2.8868\times10^{-4}$, while the $\xi^2$ term alone gives $-2.8024\times10^{-4}$; the excess of about three per cent is the next term of relative size $\xi/2$. For 2p$_{3/2}$ the totals are $1.988401855$ and $1.988359511$, with remainder $-4.2344\times10^{-5}$ against $-4.2037\times10^{-5}$, an excess below one per cent that matches $\xi/8$. The remainder relative to the retained correction is $\xi/4k^2$ at leading order by (14), so the $c^{-2}$ Hamiltonian reproduces the relativistic 1s shift at $Z = 33$ to between one and two per cent.

## What the numerical check tests

The numerical check has four parts. The first applies the exact matrix exponentials $e^{S_1}$ and $e^{S_2}$ to random $8\times8$ odd and even Hermitian matrices at $c = 30$ and $60$. On doubling $c$, the errors of the even part and of the eigenvalues fall by factors between 15.98 and 16.01, as $c^{-4}$ requires, and those of the odd part by 8.00, as $c^{-3}$ requires. The even error at $c = 30$ rises from $1.007\times10^{-8}$ after $S_1$ to $2.424\times10^{-7}$ after $S_2$; this is the term $\beta\mathcal O'^2/2c^2$ of Lemma 3, and the eigenvalue error of $2.272\times10^{-7}$ shows that it dominates the neglected order for these matrices. The second part verifies (1) and Lemmas 4 and 5 by exact symbolic action on a polynomial spinor, for a non-uniform field with $\nabla\cdot\mathbf A\neq0$, and evaluates the gauge defect of Lemma 6 at a test point: zero to working precision for the $\boldsymbol\pi$ form and 0.1968 for the $\mathbf p$ form. The third part tests (3) as a whole. For chosen periodic fields $V = 0.8\cos x + 0.3\sin2x$ and $A_y = 0.7\sin x + 0.4\cos2x$, with $p_y = 0.5$ and $p_z = 0$, the field is $B_z = A_y'$ and the spin-orbit term reduces to $\sigma_zV'\pi_y/4c^2$. The Dirac operator and $H_{FW}$ are diagonalized on a 41-point Fourier grid, whose momenta stay below $c$, at the artificial values $c = 60$ and $120$. The largest error of the four lowest levels falls from $5.807\times10^{-8}$ to $3.636\times10^{-9}\,E_h$, a ratio of 15.97; the last figure of the second error is round-off on eigenvalues of size $c^2$ and moves by about $10^{-11}\,E_h$ with the basis, which leaves the ratio at 16.0. With $\mathbf p$ in the spin-orbit term the errors are $1.886\times10^{-5}$ and $4.725\times10^{-6}\,E_h$, and without the kinetic Zeeman term $6.522\times10^{-5}$ and $1.630\times10^{-5}\,E_h$; the ratios 3.99 and 4.00 show that a $c^{-2}$ term is then missing. The fourth part checks at one test point that the spinor of Lemma 7 solves the Dirac equation and obtains every Zeeman energy of the worked example by three-dimensional quadrature, from $c\,\boldsymbol\alpha\cdot\mathbf A$ on the Dirac side and from the operators (9) on the other, before comparing with (12) and (14).

## Calculated quantities

```
1. random matrices, errors (Eh) at c = 30 and 60
even after S1: 1.007e-08 6.288e-10 ratio 16.01 (expect 16)
odd - O' after S1: 1.648e-06 2.060e-07 ratio 8.00 (expect 8)
even after S2: 2.424e-07 1.517e-08 ratio 15.98 (expect 16)
odd after S2: 2.710e-05 3.388e-06 ratio 8.00 (expect 8)
eigenvalues: 2.272e-07 1.422e-08 ratio 15.98 (expect 16)
2. O^2, O^4, [O,[O,V]] identities hold exactly
gauge defect of SO term at test point: pi form 5.4e-138, p form 0.1968
3. V=0.8cos x+0.3sin 2x, Ay=0.7sin x+0.4cos 2x, ky=0.5, N=41 (a.u.)
max error (Eh) of 4 lowest levels at c = 60 and 120
full H_FW: 5.807e-08 3.636e-09 ratio 15.97 (expect 16)
SO with p for pi: 1.886e-05 4.725e-06 ratio 3.99 (expect 4)
no kinetic Zeeman: 6.522e-05 1.630e-05 ratio 4.00 (expect 4)
4. Coulomb problem, point nucleus, linear Zeeman energy
c = 1/alpha = 137.035999 a.u.; mu_B/h = 13.996245 GHz/T
B = 1 T = 4.254382e-06 a.u.
H: Z = 1, (Z alpha)^2 = 5.325135e-05
 1s1/2: <T> = 0.500000 Eh, leading = 1.000000 muB B
  kin spin -2.662568e-05, kin orb 0.000000e+00, SO-A 8.875226e-06 muB B
  FW 0.999982249549, Dirac 0.999982249312 muB B
  Dirac-FW -2.3632e-10, predicted -2.3631e-10 muB B
  dg kin -5.325135e-05, dg SO-A 1.775045e-05, sum -3.550090e-05
  g FW 1.9999644991, g Dirac 1.9999644986
  spin flip at 1 T: g=2 27.992490 GHz
  shifts: kin -0.74532, SO-A 0.24844, sum -0.49688 MHz
 2p3/2: <T> = 0.125000 Eh, leading = 2.000000 muB B
  kin spin -6.656419e-06, kin orb -6.656419e-06, SO-A 2.662568e-06 muB B
  FW 1.999989349729, Dirac 1.999989349694 muB B
  Dirac-FW -3.5446e-11, predicted -3.5446e-11 muB B
As32+: Z = 33, (Z alpha)^2 = 5.799072e-02
 1s1/2: <T> = 544.500000 Eh, leading = 1.000000 muB B
  kin spin -2.899536e-02, kin orb 0.000000e+00, SO-A 9.665121e-03 muB B
  FW 0.980669758335, Dirac 0.980381081874 muB B
  Dirac-FW -2.8868e-04, predicted -2.8024e-04 muB B
  dg kin -5.799072e-02, dg SO-A 1.933024e-02, sum -3.866048e-02
  g FW 1.9613395167, g Dirac 1.9607621637
  spin flip at 1 T: g=2 27.992490 GHz
  shifts: kin -811.65239, SO-A 270.55080, sum -541.10159 MHz
 2p3/2: <T> = 136.125000 Eh, leading = 2.000000 muB B
  kin spin -7.248841e-03, kin orb -7.248841e-03, SO-A 2.899536e-03 muB B
  FW 1.988401855001, Dirac 1.988359510943 muB B
  Dirac-FW -4.2344e-05, predicted -4.2037e-05 muB B
```
